# Keldysh-Summed Determinants for the Interaction Expansion of an Anderson Dot: a numerical check

```python
"""
Result under test: for an Anderson dot with U switched on at time 0,
  n_up(t) = sum_n U^n Q_n(t),  Q_n = integral over t>u1>...>un>0 of W_n,
  W_n = (-i)^n sum_a (prod a_i) det[-i g](measurement + vertices)
                                det[-i g](vertices only).
The sum over branches a_i = +1 (forward), -1 (backward) at fixed times
removes every diagram part not linked to the measurement point.
g is the U=0 contour Green's function of the dot; hbar = 1.
Energies are in eV, times in hbar/eV, Q_n in eV^-n.
GAMMA is the full level width, n0 the U=0 occupation per spin.
"""
from itertools import product, permutations
import numpy as np
from scipy import constants
from scipy.interpolate import CubicSpline
from scipy.linalg import expm
from scipy.special import expn, expit

det = np.linalg.det


def contour_matrix(lesser, greater, dt, branch):
    """Choose -i g^> or -i g^< by contour order; dt[...,i,j] = t_i - t_j."""
    bi, bj = branch[:, None], branch[None, :]
    later = np.where(bi == bj, dt * bi > 0, bi < bj)
    return np.where(later, greater, lesser)


def branch_terms(g_less, g_great, t, u):
    """All 2^n branch terms for the occupation and for the vacuum."""
    n = u.shape[1]
    times = np.column_stack([np.full(len(u), t), u])
    dt = times[:, :, None] - times[:, None, :]
    les, gre = -1j * g_less(dt), -1j * g_great(dt)
    occupation, vacuum = [], []
    for a in product((1, -1), repeat=n):
        m = contour_matrix(les, gre, dt, np.array((1,) + a))
        vertex_det = det(m[:, 1:, 1:])
        factor = (-1j) ** n * np.prod(a)
        occupation.append(factor * det(m) * vertex_det)
        vacuum.append(factor * vertex_det ** 2)
    return np.array(occupation), np.array(vacuum)


def integrate(g_less, g_great, t, order, nodes):
    """Integrals of each branch term, and of absolute values before/after sum."""
    x, w = np.polynomial.legendre.leggauss(nodes)
    x, w = (x + 1) / 2, w / 2
    xs = [g.ravel() for g in np.meshgrid(*[x] * order, indexing="ij")]
    ws = [g.ravel() for g in np.meshgrid(*[w] * order, indexing="ij")]
    upper, weight, u = np.full(nodes ** order, float(t)), 1.0, []
    for xk, wk in zip(xs, ws):
        weight = weight * wk * upper
        upper = upper * xk
        u.append(upper)
    terms, _ = branch_terms(g_less, g_great, t, np.column_stack(u))
    unsummed = np.sum(np.abs(terms) * weight)
    summed = np.sum(np.abs(terms.sum(axis=0)) * weight)
    return terms @ weight, unsummed / summed


# ---------- finite system: many-body propagation against determinants ----------
h = np.array([[0.2, 0.5, 0.4], [0.5, -0.6, 0.0], [0.4, 0.0, 0.7]])
energy, phi = np.linalg.eigh(h)
filling = np.array([0.9, 0.25, 0.6])          # nonthermal mode occupations
weight_dot = phi[0] ** 2


def finite_less(s):
    return 1j * sum(c * p * np.exp(-1j * e * s)
                    for c, p, e in zip(weight_dot, filling, energy))


def finite_great(s):
    return -1j * sum(c * (1 - p) * np.exp(-1j * e * s)
                     for c, p, e in zip(weight_dot, filling, energy))


def annihilator(mode, modes=6):
    op = np.eye(1)
    for k in range(modes):
        if k < mode:
            local = np.diag([1.0, -1.0])
        elif k == mode:
            local = np.array([[0.0, 1.0], [0.0, 0.0]])
        else:
            local = np.eye(2)
        op = np.kron(op, local)
    return op


c_ops = [annihilator(k) for k in range(6)]
H0, rho = np.zeros((64, 64)), np.eye(64)
for spin in (0, 3):
    for i in range(3):
        for j in range(3):
            H0 += h[i, j] * c_ops[spin + i].T @ c_ops[spin + j]
    for k in range(3):
        mode = sum(phi[i, k] * c_ops[spin + i] for i in range(3))
        nk = mode.T @ mode
        rho = rho @ (filling[k] * nk + (1 - filling[k]) * (np.eye(64) - nk))
n_up, n_dn = c_ops[0].T @ c_ops[0], c_ops[3].T @ c_ops[3]
t_small = 2.0
circle = np.exp(2j * np.pi * np.arange(16) / 16)
signal = []
for u_complex in circle:
    H = H0 + u_complex * n_up @ n_dn
    signal.append(np.trace(rho @ expm(1j * H * t_small) @ n_up
                           @ expm(-1j * H * t_small)))
signal = np.array(signal)
many_body = [np.mean(signal * circle ** (-n)) for n in range(5)]
from_dets = [(-1j * finite_less(0.0))]
for order in range(1, 5):
    from_dets.append(integrate(finite_less, finite_great, t_small, order, 10)[0].sum())
finite_error = max(abs(a - b) for a, b in zip(many_body, from_dets))
assert finite_error < 1e-7
assert min(abs(q) for q in many_body[1:]) > 100 * finite_error

# ---------- wide-band dot between two biased leads ----------
GAMMAS, MUS = (0.06, 0.04), (0.10, -0.10)
GAMMA, LEVEL, KT, U = sum(GAMMAS), -0.05, 0.025, 0.05
T_OBS = 150.0
root = np.linspace(0.0, np.sqrt(230.0), 3000)
tt = root ** 2
pole = LEVEL - 0.5j * GAMMA
n_poles = 1000
cut = 2 * np.pi * KT * n_poles
table = np.zeros(len(tt), complex)
for gam, mu in zip(GAMMAS, MUS):
    wk = mu - 1j * np.pi * KT * (2 * np.arange(n_poles) + 1)
    thermal = KT * (np.exp(-1j * np.outer(tt, wk))
                    @ (1 / ((wk - LEVEL) ** 2 + GAMMA ** 2 / 4)))
    # poles beyond the cutoff, summed as an integral
    thermal -= np.exp(-1j * mu * tt) * expn(2, cut * tt) / (2 * np.pi * cut)
    fermi = 1 / (1 + np.exp((pole - mu) / KT))
    table += 1j * gam * (np.exp(-1j * pole * tt) * fermi / GAMMA + 1j * thermal)
spline = CubicSpline(root, table)


def dot_less(s):
    s = np.asarray(s, float)
    val = spline(np.sqrt(np.abs(s)))
    return np.where(s >= 0, val, -np.conj(val))


def dot_great(s):
    s = np.asarray(s, float)
    return dot_less(s) - 1j * np.exp(-1j * LEVEL * s - GAMMA * np.abs(s) / 2)


theta, theta_w = np.polynomial.legendre.leggauss(400)
theta, theta_w = theta * np.pi / 2, theta_w / 2


def static_occupation(level):
    """U=0 occupation from the spectral function, by frequency quadrature."""
    w = level + GAMMA / 2 * np.tan(theta)
    return sum(g / GAMMA * np.sum(theta_w * expit(-(w - m) / KT))
               for g, m in zip(GAMMAS, MUS))


n0 = static_occupation(LEVEL)
assert abs(-1j * dot_less(0.0) - n0) < 1e-5
w_long = np.linspace(-40, 40, 80001)
lead_fill = sum(g * expit(-(w_long - m) / KT) for g, m in zip(GAMMAS, MUS))
direct = 1j * np.sum(np.exp(-7j * w_long) * lead_fill
                     / ((w_long - LEVEL) ** 2 + GAMMA ** 2 / 4)) \
    * (w_long[1] - w_long[0]) / (2 * np.pi)
assert abs(direct - dot_less(7.0)) < 1e-5     # frequency cutoff error near 1e-6

# ---------- pointwise cancellation, causality, conjugation ----------
rng = np.random.default_rng(4)
vacuum_residue, vacuum_single = 0.0, []
for order in (1, 2, 3):
    u = rng.uniform(0, 40, (50, order))
    occ, vac = branch_terms(dot_less, dot_great, 40.0, u)
    vacuum_residue = max(vacuum_residue, np.abs(vac.sum(axis=0)).max())
    vacuum_single.append(np.abs(vac).max())
    assert np.allclose(occ[::-1], occ.conj(), atol=1e-12)
    u[:, 0] = 45.0                            # a vertex after the measurement
    late, _ = branch_terms(dot_less, dot_great, 40.0, u)
    assert np.abs(late.sum(axis=0)).max() < 1e-12
assert vacuum_residue < 1e-12 and min(vacuum_single) > 1e-2

# ---------- explicit linked / unlinked diagrams at order three ----------
times = np.array([40.0, 36.0, 29.0, 21.0])
dt = times[:, None] - times[None, :]
les, gre = -1j * dot_less(dt), -1j * dot_great(dt)
linked, unlinked, unlinked_abs = 0.0, 0.0, 0.0
for a in product((1, -1), repeat=3):
    m = contour_matrix(les, gre, dt, np.array((1,) + a))
    part = 0.0
    for p in permutations(range(4)):
        for q in permutations(range(3)):
            value = det(np.eye(4)[list(p)]) * det(np.eye(3)[list(q)])
            value = value * np.prod([m[i, p[i]] for i in range(4)])
            value = value * np.prod([m[i + 1, q[i] + 1] for i in range(3)])
            value = value * (-1j) ** 3 * np.prod(a)
            edges = [(i, p[i]) for i in range(4)]
            edges += [(i + 1, q[i] + 1) for i in range(3)]
            label = list(range(4))
            for _ in range(4):
                for i, j in edges:
                    label[i] = label[j] = min(label[i], label[j])
            if max(label) == 0:
                linked += value
            else:
                part += value
    unlinked += part
    unlinked_abs += abs(part)
w3_point = branch_terms(dot_less, dot_great, 40.0, times[None, 1:])[0].sum()
assert abs(linked - w3_point) < 1e-12
assert abs(unlinked) < 1e-12 and unlinked_abs > 1e-2
assert abs(linked) > 1e-8

# ---------- clustering: one vertex moved far into the past ----------
gaps = np.array([120.0, 200.0])
far = np.column_stack([np.full(2, 205.0), 205.0 - gaps])
far_terms, _ = branch_terms(dot_less, dot_great, 210.0, far)
far_sum = np.abs(far_terms.sum(axis=0))
far_single = np.abs(far_terms[0])
decay_rate = np.log(far_sum[0] / far_sum[1]) / (gaps[1] - gaps[0])
assert abs(decay_rate / GAMMA - 1) < 0.05     # subleading thermal poles remain
assert abs(far_single[1] / far_single[0] - 1) < 1e-2

# ---------- coefficients, time plateau and quadrature shifts ----------
fine, coarse = {1: 200, 2: 80, 3: 32}, {1: 120, 2: 60, 3: 26}
Q, Q_early, shift, ratio, separate = {}, {}, {}, {}, {}
for n in (1, 2, 3):
    parts, ratio[n] = integrate(dot_less, dot_great, T_OBS, n, fine[n])
    assert abs(parts.sum().imag) < 1e-6 * np.abs(parts).sum()
    Q[n], separate[n] = parts.sum().real, np.abs(parts).sum()
    rough = integrate(dot_less, dot_great, T_OBS, n, coarse[n])[0].sum().real
    shift[n] = abs(Q[n] - rough)
    Q_early[n] = integrate(dot_less, dot_great, 100.0, n, fine[n])[0].sum().real
    assert shift[n] * U ** n < 1e-4
    assert abs(Q[n] - Q_early[n]) * U ** n < 1e-3
Q4 = integrate(dot_less, dot_great, 100.0, 4, 15)[0].sum().real
Q4_rough = integrate(dot_less, dot_great, 100.0, 4, 12)[0].sum().real
assert abs(Q4 - Q4_rough) * U ** 4 < 1e-3

# ---------- growth when branch terms are integrated separately ----------
one = [integrate(dot_less, dot_great, t, 1, 200)[0][0] for t in (150.0, 200.0)]
slope = (one[1] - one[0]) / 50
assert abs(slope + 1j * n0 ** 3) < 1e-3 * n0 ** 3
two = [integrate(dot_less, dot_great, t, 2, 80)[0][0] for t in (100.0, 150.0, 200.0)]
curvature = (two[2] - 2 * two[1] + two[0]) / 50 ** 2
assert abs(curvature + n0 ** 5) < 1e-2 * n0 ** 5

# ---------- steady state by frequency-space perturbation theory ----------
step = 2e-4
n_plus, n_minus = static_occupation(LEVEL + step), static_occupation(LEVEL - step)
slope_n = (n_plus - n_minus) / (2 * step)
curve_n = (n_plus - 2 * n0 + n_minus) / step ** 2
Q1_static = slope_n * n0
assert abs(Q[1] - Q1_static) < 1e-3
s, sw = np.polynomial.legendre.leggauss(700)
s, sw = (s + 1) * 100, sw * 100
sigma_less = dot_less(s) ** 2 * dot_great(-s)
sigma_great = dot_great(s) ** 2 * dot_less(-s)
omega = np.linspace(-3, 3, 2001)
wave = np.exp(1j * np.outer(omega, s))
sigma_ret = wave @ (sw * (sigma_great - sigma_less))
sigma_less_w = 2j * (wave @ (sw * sigma_less)).imag
g_ret = 1 / (omega - LEVEL + 0.5j * GAMMA)
fill = sum(g * expit(-(omega - m) / KT) for g, m in zip(GAMMAS, MUS))
g_less_w = 1j * fill * np.abs(g_ret) ** 2
delta = (g_ret * sigma_ret * g_less_w + np.abs(g_ret) ** 2 * sigma_less_w
         + g_less_w * np.conj(sigma_ret * g_ret))
Q2_born = np.sum(delta).imag * (omega[1] - omega[0]) / (2 * np.pi)
Q2_hartree = slope_n * Q1_static + curve_n * n0 ** 2 / 2
assert abs(Q[2] - Q2_hartree - Q2_born) * U ** 2 < 2e-5   # frequency cutoff

# ---------- printed numbers ----------
fs = constants.hbar / constants.e * 1e15
print(f"Gamma_L, Gamma_R = {GAMMAS[0]:.2f}, {GAMMAS[1]:.2f} eV")
print(f"level = {LEVEL:.2f} eV; mu_L, mu_R = {MUS[0]:.2f}, {MUS[1]:.2f} eV")
print(f"kT = {KT:.3f} eV; U = {U:.2f} eV")
print(f"observation time = {T_OBS:.0f} hbar/eV = {T_OBS * fs:.1f} fs")
print(f"finite system, time = {t_small:.1f} hbar/eV:")
for n in range(5):
    print(f"  Q{n} many-body {many_body[n].real:.9f},"
          f" determinants {from_dets[n].real:.9f} eV^-{n}")
print(f"  largest difference (orders 0-4) = {finite_error:.1e}")
print(f"largest summed vacuum residue = {vacuum_residue:.1e} (orders 1-3)")
print("largest single vacuum term, orders 1,2,3 = "
      + ", ".join(f"{v:.4f}" for v in vacuum_single))
print("order-3 diagrams at times 40, 36, 29, 21 hbar/eV:")
print(f"  linked sum = {linked.real:.6e}; determinant sum = {w3_point.real:.6e}")
print(f"  unlinked: |branch sum| = {abs(unlinked):.1e},"
      f" sum of |branch parts| = {unlinked_abs:.4f}")
for k in range(2):
    print(f"order 2, gap {gaps[k]:.0f} hbar/eV: one branch {far_single[k]:.5f},"
          f" summed {far_sum[k]:.3e}")
print(f"clustering rate = {decay_rate:.4f} eV (Gamma = {GAMMA:.2f} eV)")
print(f"n0 per spin = {n0:.6f}")
for n in (1, 2, 3):
    print(f"Q{n} = {Q[n]:.5f} eV^-{n}; at 100 hbar/eV {Q_early[n]:.5f} eV^-{n}")
    print(f"  quadrature shift = {shift[n]:.1e} eV^-{n};"
          f" U^{n} Q{n} = {U ** n * Q[n]:.6f}")
    print(f"  sum of |separate branch integrals| = {separate[n]:.4g} eV^-{n}")
    print(f"  absolute integral, unsummed/summed = {ratio[n]:.4g}")
print(f"order-1 growth |slope| = {abs(slope):.6f}; n0^3 = {n0 ** 3:.6f}")
print(f"order-2 growth |curvature| = {abs(curvature):.6f}; n0^5 = {n0 ** 5:.6f}")
print(f"Q1 from Hartree derivative = {Q1_static:.5f} eV^-1")
print(f"Q2 Hartree part = {Q2_hartree:.5f} eV^-2")
print(f"Q2 self-energy part = {Q2_born:.5f} eV^-2")
print(f"Q2 frequency-space total = {Q2_hartree + Q2_born:.5f} eV^-2")
partial = n0
for n in (1, 2, 3):
    partial += U ** n * Q[n]
    print(f"occupation per spin through order {n} = {partial:.5f}")
print(f"order-4 estimate U^4 Q4 at 100 hbar/eV = {U ** 4 * Q4:.2e}")
print(f"  its quadrature shift = {U ** 4 * abs(Q4 - Q4_rough):.1e}")
print("verified")
```

It prints:

```
Gamma_L, Gamma_R = 0.06, 0.04 eV
level = -0.05 eV; mu_L, mu_R = 0.10, -0.10 eV
kT = 0.025 eV; U = 0.05 eV
observation time = 150 hbar/eV = 98.7 fs
finite system, time = 2.0 hbar/eV:
  Q0 many-body 0.490450122, determinants 0.490450122 eV^-0
  Q1 many-body -0.051244118, determinants -0.051244118 eV^-1
  Q2 many-body 0.082277052, determinants 0.082277052 eV^-2
  Q3 many-body 0.002148494, determinants 0.002148494 eV^-3
  Q4 many-body -0.019013825, determinants -0.019013825 eV^-4
  largest difference (orders 0-4) = 2.6e-11
largest summed vacuum residue = 2.9e-17 (orders 1-3)
largest single vacuum term, orders 1,2,3 = 0.4235, 0.3891, 0.2826
order-3 diagrams at times 40, 36, 29, 21 hbar/eV:
  linked sum = -2.630024e-03; determinant sum = -2.630024e-03
  unlinked: |branch sum| = 8.8e-17, sum of |branch parts| = 1.2247
order 2, gap 120 hbar/eV: one branch 0.15210, summed 5.408e-08
order 2, gap 200 hbar/eV: one branch 0.15210, summed 1.884e-11
clustering rate = 0.0995 eV (Gamma = 0.10 eV)
n0 per spin = 0.650731
Q1 = -1.19017 eV^-1; at 100 hbar/eV -1.19014 eV^-1
  quadrature shift = 4.8e-07 eV^-1; U^1 Q1 = -0.059508
  sum of |separate branch integrals| = 85.43 eV^-1
  absolute integral, unsummed/summed = 71.81
Q2 = 4.00692 eV^-2; at 100 hbar/eV 4.00576 eV^-2
  quadrature shift = 1.8e-05 eV^-2; U^2 Q2 = 0.010017
  sum of |separate branch integrals| = 6338 eV^-2
  absolute integral, unsummed/summed = 1356
Q3 = -15.48420 eV^-3; at 100 hbar/eV -15.42663 eV^-3
  quadrature shift = 1.5e-03 eV^-3; U^3 Q3 = -0.001936
  sum of |separate branch integrals| = 3.423e+05 eV^-3
  absolute integral, unsummed/summed = 1.536e+04
order-1 growth |slope| = 0.275552; n0^3 = 0.275552
order-2 growth |curvature| = 0.116682; n0^5 = 0.116683
Q1 from Hartree derivative = -1.19017 eV^-1
Q2 Hartree part = 3.87694 eV^-2
Q2 self-energy part = 0.12968 eV^-2
Q2 frequency-space total = 4.00662 eV^-2
occupation per spin through order 1 = 0.59122
occupation per spin through order 2 = 0.60124
occupation per spin through order 3 = 0.59930
order-4 estimate U^4 Q4 at 100 hbar/eV = -8.15e-04
  its quadrature shift = 3.2e-07
verified
```
